# Which Way a Hydrogen s–p Hybrid Points, and How Far

## Problem

An electron moves in the field of a fixed proton. Relativity and spin are left out, and lengths are in bohr. Let $\mathbf n$ be a unit vector, $\theta$ the angle measured from it, and $z=r\cos\theta$. The 2s orbital and the 2p orbital directed along $\mathbf n$ are

$$
s_0=A(2-r)e^{-r/2},\qquad p_{\mathbf n}=A\,r\cos\theta\,e^{-r/2},\qquad A=\frac{1}{4\sqrt{2\pi}} .
$$

A hybrid is a normalized real mixture of the 2s orbital with one such 2p orbital. Its centroid is the mean position $\langle\mathbf r\rangle$ of the electron, measured from the nucleus.

1. Construct the sets of two, three and four equivalent orthonormal hybrids, called sp, sp2 and sp3. Find their coefficients and the angles between them.
2. Decide on which side of the nucleus the centroid of $c\,s_0+b\,p_{\mathbf n}$ lies when $c$ and $b$ are positive, and which part of the 2s orbital is responsible.
3. Find the distance of the centroid from the nucleus for each set.
4. Find the nodal surface and the places of high density.

## A tempting solution to parts 2 and 3

The 2s orbital is drawn as a positive sphere, and the 2p orbital as a positive lobe along $+\mathbf n$ with a negative lobe along $-\mathbf n$. In front of the nucleus the two functions have the same sign and add. Behind it they have opposite signs and partly cancel. The hybrid $c\,s_0+b\,p_{\mathbf n}$ therefore leans towards $+\mathbf n$.

For the distance one needs the integral of $s_0\,z\,p_{\mathbf n}$. It comes out as $-3$. Since a distance is positive, the minus sign is put down to the arbitrary sign of a wave function and dropped. The displacement is then $2cb\times3=6cb$ along $+\mathbf n$.

## Where it fails

The distance is right and the direction is wrong. The overall sign of a wave function is arbitrary, but the relative sign of the two terms in a sum is not: it decides where they add and where they cancel. Once $c\,s_0+b\,p_{\mathbf n}$ has been written down, the sign of the integral is a physical statement about the density. The minus sign says that the centroid lies on the $-\mathbf n$ side.

The drawing misled because it showed the 2s orbital with one sign. The factor $2-r$ is positive for $r<2$ and negative for $r>2$. The claim "they add in front" holds inside the nodal sphere and is reversed outside it. Which region wins has to be calculated.

It is convenient to use the opposite phase,

$$
s=-s_0=A(r-2)e^{-r/2},
$$

which is positive outside the node. The two choices are related by

$$
c\,s_0+b\,p_{\mathbf n}=-(c\,s-b\,p_{\mathbf n})=-(c\,s+b\,p_{-\mathbf n}),
$$

because $p_{-\mathbf n}=-p_{\mathbf n}$. The overall minus sign does not affect the density. The hybrid of the tempting solution is thus the hybrid $c\,s+b\,p$ built along $-\mathbf n$. From here on, $h=c\,s+b\,p_{\mathbf n}$ with $c,b>0$.

## The right solution

### The orbitals

The integral $\int_0^\infty r^k e^{-r}dr=k!$ is used throughout. It confirms the common factor $A$:

$$
\int s^2\,dV=4\pi A^2\int_0^\infty(r^4-4r^3+4r^2)e^{-r}dr=4\pi A^2(24-24+8)=32\pi A^2=1 .
$$

For the p orbital the angular integral of $\cos^2\theta$ is $4\pi/3$, so

$$
\int p_{\mathbf n}^2\,dV=\frac{4\pi}{3}A^2\int_0^\infty r^4e^{-r}dr=\frac{4\pi}{3}A^2\cdot24=32\pi A^2=1 .
$$

Both orbitals have the same energy. To see this, multiply each radial function by $r$. The products are $u_s=(r^2-2r)e^{-r/2}$ and $u_p=r^2e^{-r/2}$, and in atomic units they must satisfy

$$
-\tfrac12u''+\frac{l(l+1)}{2r^2}u-\frac1r u=E\,u .
$$

For $l=0$, two differentiations give $u_s''=[2-(2r-2)+\tfrac14(r^2-2r)]e^{-r/2}$. The left side is then

$$
\left[-2+r-\tfrac18(r^2-2r)-r+2\right]e^{-r/2}=-\tfrac18u_s .
$$

For $l=1$, $u_p''=[2-2r+\tfrac14r^2]e^{-r/2}$, and the left side is

$$
\left[-1+r-\tfrac18r^2+1-r\right]e^{-r/2}=-\tfrac18u_p .
$$

Both energies are $-1/8$ hartree. Any mixture of the two is therefore itself a stationary state, and its displaced charge cloud stays where it is. If the levels were split by $\Delta$, each term would carry its own phase factor. The cross term in the density, and with it the displacement, would oscillate as $\cos(\Delta t)$ in atomic units.

### Coefficients and angles

Let $N$ hybrids be formed from the 2s orbital and $N-1$ of the 2p orbitals, with $N=2,3,4$. Equivalent hybrids have the same $c$ and the same $b$. Since the $N$ orthonormal hybrids span the same space as the $N$ original orbitals, the squared overlaps of $s$ with them add up to one:

$$
\sum_{i=1}^N\langle s|h_i\rangle^2=Nc^2=1 .
$$

Normalization of each hybrid requires $c^2+b^2=1$. Hence

$$
c=\frac1{\sqrt N},\qquad b=\sqrt{\frac{N-1}{N}} .
$$

A p orbital behaves as a vector, $p_{\mathbf n}=n_xp_x+n_yp_y+n_zp_z$, so the overlap of two of them is $\mathbf n_i\cdot\mathbf n_j=\cos\omega$. Orthogonality of two hybrids then reads

$$
c^2+b^2\cos\omega=0,\qquad
\cos\omega=-\frac{c^2}{b^2}=-\frac1{N-1} .
$$

The angles are 180° for sp, 120° for sp2 and 109.47° for sp3. Directions with these angles exist, and they give the following sets.

For sp, along the $z$ axis:

$$
h_{1,2}=\frac{1}{\sqrt2}(s\pm p_z).
$$

For sp2, in the $xy$ plane:

$$
h_1=\frac{s}{\sqrt3}+\sqrt{\frac23}\,p_x,\qquad
h_{2,3}=\frac{s}{\sqrt3}-\frac{p_x}{\sqrt6}\pm\frac{p_y}{\sqrt2}.
$$

For sp3, along alternate corners of a cube:

$$
\begin{aligned}
h_1&=\tfrac12(s+p_x+p_y+p_z),& h_2&=\tfrac12(s+p_x-p_y-p_z),\\
h_3&=\tfrac12(s-p_x+p_y-p_z),& h_4&=\tfrac12(s-p_x-p_y+p_z).
\end{aligned}
$$

In the last set, for example, $\langle h_1|h_2\rangle=\tfrac14(1+1-1-1)=0$. Two p orbitals remain unmixed in the sp case and one in the sp2 case.

### The displacement

The density of $h$ is symmetric about the axis $\mathbf n$, so the centroid lies on that axis. Its coordinate there is

$$
d=\langle h|z|h\rangle=c^2\langle s|z|s\rangle+b^2\langle p_{\mathbf n}|z|p_{\mathbf n}\rangle+2cb\,\langle s|z|p_{\mathbf n}\rangle .
$$

The first two terms vanish: $s^2$ and $p_{\mathbf n}^2$ are unchanged by inversion through the nucleus, whereas $z$ changes sign. A pure s or p orbital has its centroid at the nucleus. The displacement comes from interference between the two, which is why their relative sign matters.

In the cross term, $z$ and $p_{\mathbf n}$ each supply a factor $r\cos\theta$, and the volume element supplies $r^2$:

$$
\langle s|z|p_{\mathbf n}\rangle
=\frac{4\pi}{3}A^2\int_0^\infty(r-2)r^4e^{-r}dr
=\frac1{24}(120-48)=3 .
$$

Here $A^2=1/(32\pi)$ was used. The result is positive, so $h$ leans towards $+\mathbf n$ when 2s is positive outside its node. Inserting the coefficients gives

$$
d=6cb=\frac{6\sqrt{N-1}}{N}\ \text{bohr}.
$$

The three cases are

$$
d_{\rm sp}=\frac62=3,\qquad
d_{\rm sp2}=\frac{6\sqrt2}{3}=2\sqrt2\approx2.83,\qquad
d_{\rm sp3}=\frac{6\sqrt3}{4}=\frac{3\sqrt3}{2}\approx2.60\ \text{bohr}.
$$

In ångström these are 1.588, 1.497 and 1.375. With the phase $s_0$ of the problem, the sp3 centroid has the coordinate $-2.60$ bohr along $\mathbf n$, which answers part 2 as far as the side is concerned.

### The part played by the outer lobe

To find which region decides the sign, split the integral at $r=2$. Write $f(r)=r^5-2r^4$. Repeated integration by parts gives

$$
\int f\,e^{-r}dr=-Q(r)e^{-r},\qquad Q=f+f'+f''+f'''+f^{(4)}+f^{(5)} .
$$

The derivatives are $5r^4-8r^3$, $20r^3-24r^2$, $60r^2-48r$, $120r-48$ and $120$. Collecting powers,

$$
Q(r)=r^5+3r^4+12r^3+36r^2+72r+72 .
$$

At the node, $Q(2)=32+48+96+144+144+72=536$, and at the nucleus $Q(0)=72$. The two contributions to $\langle s|z|p_{\mathbf n}\rangle$ are therefore

$$
\begin{aligned}
r>2:&\quad \frac{536}{24}e^{-2}=\frac{67}{3}e^{-2}\approx3.0225,\\
r<2:&\quad \frac{72-536\,e^{-2}}{24}=3-\frac{67}{3}e^{-2}\approx-0.0225 .
\end{aligned}
$$

The inner part of 2s pulls the centroid backwards, but by less than one per cent of the total. The outer lobe fixes the direction and nearly all of the distance. The integrand shows why: the factor $r^4$ suppresses the region near the nucleus, where the p orbital is small, the lever arm is short and there is little volume.

The competition can be seen in the density itself. Let $s(r)$ be the value of $s$ at distance $r$, and $p(r)=A\,r\,e^{-r/2}$ the value of $p_{\mathbf n}$ on the forward axis. At equal distances in front of and behind the nucleus, the densities differ by

$$
[c\,s(r)+b\,p(r)]^2-[c\,s(r)-b\,p(r)]^2=4cb\,s(r)\,p(r),
$$

which has the sign of $r-2$. For the sp3 hybrid at $r=1$ bohr, the density is 0.00049 in front and 0.00683 behind, in bohr$^{-3}$. At $r=4$ bohr it is 0.00363 in front and 0.00111 behind. Close to the nucleus the cloud leans backwards, because $s$ is negative there and works against the positive lobe of the p orbital in front. Farther out it leans forwards, and this region determines the centroid.

### How much of the electron is in front

A centroid could be shifted by a little charge far away. The probability $P$ of finding the electron in the half-space $z>0$ shows that this is not the case here. The squares $s^2$ and $p_{\mathbf n}^2$ are symmetric under $z\to-z$, so each contributes half of its weight, together $\tfrac12(c^2+b^2)=\tfrac12$. For the cross term, the angular integral of $\cos\theta$ over the forward hemisphere is $2\pi\int_0^1u\,du=\pi$. Therefore

$$
\int_{z>0}s\,p_{\mathbf n}\,dV=\pi A^2\int_0^\infty(r-2)r^3e^{-r}dr=\frac{24-12}{32}=\frac38 ,
$$

$$
P=\frac12+2cb\cdot\frac38=\frac12+\frac d8 ,
$$

with $d$ in bohr, since $2cb=d/3$. For sp this is $0.5+3/8=0.875$. For sp2 and sp3 it is 0.854 and 0.825. More than four fifths of the electron is on the forward side in each case.

### Why sp has the largest displacement

Let the s fraction $w=c^2$ vary freely between 0 and 1. Then

$$
d=6\sqrt{w(1-w)} .
$$

The displacement vanishes for a pure p orbital ($w=0$) and for a pure s orbital ($w=1$), where there is nothing to interfere with. From $(c-b)^2\ge0$ follows $2cb\le c^2+b^2=1$, so $d\le3$ bohr, with equality at $w=\tfrac12$. The sp hybrid reaches this bound. The sp2 and sp3 hybrids have $w=\tfrac13$ and $w=\tfrac14$, and fall below it. Beyond equal mixing, more p character reduces the displacement.

The bound holds for every normalized state in the $n=2$ space. In the basis $s,p_x,p_y,p_z$, the operator $z$ connects only $s$ and $p_z$: the elements between two p orbitals vanish by parity, and those between $s$ and $p_x$ or $p_y$ vanish on integration over the azimuth. What remains is

$$
\begin{pmatrix}0&3\\3&0\end{pmatrix},
$$

with eigenvalues $\pm3$ and eigenvectors $(s\pm p_z)/\sqrt2$, together with two zeros. The sp hybrids are thus the states of extreme displacement. They are also the states selected by a uniform electric field along $z$. To first order in the field, the perturbation is proportional to $z$ and has to be diagonalized within the degenerate level. This needs a field weak enough not to mix in other $n$, yet strong enough to outweigh the small splittings neglected here.

### Node and density maximum

The hybrid vanishes where $c(r-2)+b\,r\cos\theta=0$. With $t=b/c=\sqrt{N-1}$ this becomes

$$
r=\frac{2}{1+t\cos\theta},
$$

the polar equation of a conic with the nucleus at a focus and eccentricity $t$. For sp, $t=1$, and the equation is $r=2-z$. Squaring gives $x^2+y^2=4-4z$, a paraboloid that opens backwards. For sp2 and sp3, $t>1$, and the surface is one sheet of a hyperboloid; directions with $t\cos\theta\le-1$ never meet it. The surface crosses the forward axis at $r=2/(1+t)$, which is 1.00, 0.83 and 0.73 bohr for sp, sp2 and sp3. At the nucleus $h=-2cA$ is negative, so the nucleus lies inside the backward lobe.

On the forward axis $h=A[(c+b)r-2c]e^{-r/2}$. Setting the derivative to zero gives

$$
(c+b)-\tfrac12[(c+b)r-2c]=0,\qquad
r_{\max}=2+\frac{2c}{c+b}=2+\frac{2}{1+t} .
$$

The values are 3.00, 2.83 and 2.73 bohr. The first two coincide with the centroid distances, and the third does not. Since $cb=t/(1+t^2)$, the condition $r_{\max}=d$ reads

$$
2+\frac2{1+t}=\frac{6t}{1+t^2}
\quad\Longrightarrow\quad
t^3-t^2-2t+2=(t-1)(t^2-2)=0 .
$$

For positive $t$, the two distances agree at $t=1$ and $t=\sqrt2$, the sp and sp2 values, and nowhere else. The centroid is therefore not in general the place where the forward lobe is densest.

Nor is the forward maximum the highest density of the hybrid. In the backward lobe

$$
|h|\le A[2c+(b-c)r]e^{-r/2},
$$

because $\cos\theta\ge-1$. The slope of the right side has the sign of $b-2c-\tfrac12(b-c)r$, which is negative for $r>0$ when $1\le t<2$, as in all three sets. The density in this lobe is thus greatest at the nucleus, where it is $4c^2A^2$. For sp it is 0.0199 bohr$^{-3}$ there, against 0.0040 at the forward maximum; for sp3 the values are 0.0099 and 0.0048. The hybrid "points forwards" in the sense of its centroid and of the probability in front, not in the sense of its peak density.

## Reach of the result

For a one-electron ion of nuclear charge $Z$, the orbitals are the same functions of $Zr$, apart from normalization. All lengths, including $d$, are then divided by $Z$.

In an atom with several electrons, described by orbitals in a mean field, the relation $d=2cb\langle s|z|p_{\mathbf n}\rangle$ survives, but the integral has another value, and the s and p energies generally differ. The distances found here, the relation $P=\tfrac12+d/8$ and the stationary character of a hybrid then no longer apply. The angles do, provided the hybrids are equivalent, the p orbitals share one radial function, and the set uses up the whole s orbital, so that $c^2=1/N$. Orthogonality alone fixes only $\cos\omega=-c^2/b^2$: two equivalent hybrids that leave part of the s orbital unused can enclose any angle between 90° and 180°.

One electron in each hybrid of a set gives no net displacement. The directions satisfy

$$
\left|\sum_i\mathbf n_i\right|^2=N+N(N-1)\left(-\frac1{N-1}\right)=0,
$$

so the centroid vectors $d\,\mathbf n_i$ cancel. A net displacement appears when the hybrids are unequally occupied. The numerical output below gives the integrals, angles and densities for the three sets.

## Numbers as computed

```
<s|z|p_z>, total: 3.0000 bohr
<s|z|p_z>, from r < 2 bohr: -0.0225 bohr
<s|z|p_z>, from r > 2 bohr: 3.0225 bohr
Eigenvalues of z in the n = 2 space (bohr): -3.000 0.000 0.000 3.000
Overlap of top eigenvector with sp hybrid: 1.000000
sp: s coefficient 0.7071, p coefficient 0.7071
sp: angle between hybrids 180.00 degrees
sp: centroid displacement 3.0000 bohr
sp: centroid displacement 1.588 angstrom
sp: probability in forward half-space 0.8750
sp: node on forward axis at 1.0000 bohr
sp: forward density maximum at 3.0000 bohr
sp: density at that maximum 0.00396 bohr^-3
sp: density at the nucleus 0.01989 bohr^-3
sp2: s coefficient 0.5774, p coefficient 0.8165
sp2: angle between hybrids 120.00 degrees
sp2: centroid displacement 2.8284 bohr
sp2: centroid displacement 1.497 angstrom
sp2: probability in forward half-space 0.8536
sp2: node on forward axis at 0.8284 bohr
sp2: forward density maximum at 2.8284 bohr
sp2: density at that maximum 0.00457 bohr^-3
sp2: density at the nucleus 0.01326 bohr^-3
sp3: s coefficient 0.5000, p coefficient 0.8660
sp3: angle between hybrids 109.47 degrees
sp3: centroid displacement 2.5981 bohr
sp3: centroid displacement 1.375 angstrom
sp3: probability in forward half-space 0.8248
sp3: node on forward axis at 0.7321 bohr
sp3: forward density maximum at 2.7321 bohr
sp3: density at that maximum 0.00483 bohr^-3
sp3: density at the nucleus 0.00995 bohr^-3
sp3 density at r = 1 bohr: front 0.000490, back 0.006828 bohr^-3
sp3 density at r = 4 bohr: front 0.003631, back 0.001106 bohr^-3
sp3 centroid along +n with 2s positive at the nucleus: -2.5981 bohr
```
